# Self-energy lifetime and exact Boltzmann mobility for Fröhlich and piezoelectric scattering: test program

```python
# SERTA versus the full linearized Boltzmann equation, parabolic isotropic band, atomic units inside.
# Under test: F = khat*ell obeys ell = tau0*(v + sum W cos ell'), mu = <v ell>/(3kT); SERTA keeps v*tau0.
# Froehlich: |g|^2 = 2 pi w kap/(V q^2); rate = occ*w*kap*m*L/k, L = ln|(k+k')/(k-k')|, <cos> = coth L - 1/L;
#   mu > mu_SERTA, and mu/mu_SERTA -> 1 + (10/9) kT/w at low T.
# Piezoelectric (elastic, Debye wave number qs, b = 4k^2/qs^2, C = K2 kT m/(eps_s k)):
#   1/tau0 = C[ln(1+b) - b/(1+b)], 1/tau_tr = 2C[1 + 1/(1+b) - 2 ln(1+b)/b].
# m mass, w LO energy, kap = 1/eps_inf - 1/eps_s, K2 coupling, s sound speed, n density, N Bose number.
import numpy as np, sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
Ha = sc.physical_constants['Hartree energy in eV'][0]
a0 = sc.physical_constants['Bohr radius'][0]*1e10
tfs = sc.physical_constants['atomic unit of time'][0]*1e15
MU = a0**2/tfs/Ha                 # mobility: a.u. -> A^2/(V fs)
CM = 1e-16/1e-15                  # A^2/fs -> cm^2/s
meV = 1e3*Ha
m, ei, es, w, K2 = 0.07, 11.0, 13.0, 0.035/Ha, 0.003
s, n = 0.05*tfs/a0, 1e-9*a0**3
kap = 1/ei - 1/es
alpha = kap*np.sqrt(m/(2*w))
kTof = lambda T: sc.k*T/sc.e/Ha
qsof = lambda kT: np.sqrt(4*np.pi*n/(es*kT))

def langevin(L):
    Ls = np.maximum(L, 1e-3)
    return np.where(L < 1e-3, L/3 - L**3/45, 1/np.tanh(Ls) - 1/Ls)
def lo(eps, sg):                  # rate per unit occupation, mean cosine, final k
    k = np.sqrt(2*m*eps); kp = np.sqrt(2*m*np.maximum(eps + sg*w, 0.0))
    L = np.log((k + kp)/np.abs(k - kp))
    return w*kap*m*L/k, langevin(L), kp
def shapes(b):
    bs = np.maximum(b, 1e-2); t = np.minimum(b, 1e-2)
    s0 = sum((-t)**j*(j - 1)/j for j in range(2, 10))
    s1 = 2*sum((-t)**j*(j - 1)/(j + 1) for j in range(2, 10))
    return (np.where(b < 1e-2, s0, np.log1p(bs) - bs/(1 + bs)),
            np.where(b < 1e-2, s1, 2*(1 + 1/(1 + bs) - 2*np.log1p(bs)/bs)))
def piezo(eps, kT, qs):
    k = np.sqrt(2*m*eps); f0, f1 = shapes(4*k*k/qs**2); C = K2*kT*m/(es*k)
    return C*f0, C*f1
def tridiag(d, up, lw, r):        # d x_j - up x_{j+1} - lw x_{j-1} = r
    c = np.zeros_like(d); x = np.zeros_like(d)
    c[0] = up[0]/d[0]; x[0] = r[0]/d[0]
    for j in range(1, len(d)):
        den = d[j] - lw[j]*c[j-1]
        c[j] = up[j]/den; x[j] = (r[j] + lw[j]*x[j-1])/den
    for j in range(len(d) - 2, -1, -1):
        x[j] += c[j]*x[j+1]
    return x
class Ladder:
    def __init__(S, kT, J=40, nu=200, pz=False, u=None):
        x, wx = np.polynomial.legendre.leggauss(nu)
        u, wu = ((x + 1)/2, wx/2) if u is None else (u, np.ones_like(u))
        S.kT = kT; S.e = w*(u**2 + np.arange(J)[:, None]); S.k = np.sqrt(2*m*S.e); S.v = S.k/m
        S.dos = np.sqrt(S.e)*2*w*u*wu; S.wt = S.dos*np.exp(-S.e/kT); S.N = 1/np.expm1(w/kT)
        S.A0, S.ca, S.ka = lo(S.e, 1); S.E0, S.ce, S.ke = lo(S.e, -1)
        S.A = S.N*S.A0; S.E = (S.N + 1)*S.E0
        S.P0, S.P1 = piezo(S.e, kT, qsof(kT)) if pz else (0*S.e, 0*S.e)
        S.G = S.A + S.E + S.P0
        S.ell = tridiag(S.A + S.E + S.P1, S.A*S.ca, S.E*S.ce, S.v)
        S.serta = S.mu(S.v/S.G); S.exact = S.mu(S.ell); S.ratio = S.exact/S.serta
    def mu(S, l): return np.sum(S.wt*S.v*l)/(3*S.kT*np.sum(S.wt))
    def iterate(S, nit):
        l = S.v/S.G; out = [S.mu(l)]
        for _ in range(nit):
            src = S.v + (S.P0 - S.P1)*l
            src[:-1] += (S.A*S.ca)[:-1]*l[1:]; src[1:] += (S.E*S.ce)[1:]*l[:-1]
            l = src/S.G; out.append(S.mu(l))
        return np.array(out)
    def mrta(S):
        return (S.mu(S.v/(S.A*(1 - S.ca) + S.E*(1 - S.ce))),
                S.mu(S.v/(S.A*(1 - S.ca*S.ka/S.k) + S.E*(1 - S.ce*S.ke/S.k))))
    def fermi(S, mc):             # delta-f form with Fermi factors, no detailed balance used
        fd = lambda e: 1/(np.exp((e - mc)/S.kT) + 1)
        f = fd(S.e); d = S.A0*(S.N + fd(S.e + w)) + S.E0*(S.N + 1 - fd(S.e - w))
        r = S.v*f*(1 - f)/S.kT
        g = tridiag(d, S.A0*S.ca*(S.N + 1 - f), S.E0*S.ce*(S.N + f), r)
        av = lambda y: np.sum(S.dos*S.v*y)/(3*np.sum(S.dos*f))
        return av(r/d), av(g)

# linearization of the nonlinear collision term (partner above, partner below)
f, g, N = sp.symbols('f g N')
up_t = g*(1 - f)*(N + 1) - f*(1 - g)*N; dn_t = g*(1 - f)*N - f*(1 - g)*(N + 1)
for ex, tg in [(sp.diff(up_t, f), -(N + g)), (sp.diff(up_t, g), N + 1 - f),
               (sp.diff(dn_t, f), -(N + 1 - g)), (sp.diff(dn_t, g), N + f)]:
    assert sp.expand(ex - tg) == 0
# normalization of g: second-order shift at k = 0
kw = np.sqrt(2*m*w)
sh = -quad(lambda y: kw*4*np.pi/(2*np.pi)**3*2*np.pi*w*kap/(w + (kw*y)**2/(2*m)), 0, np.inf)[0]
assert abs(sh/(-alpha*w) - 1) < 1e-7
# golden rule with a Gaussian delta in (q, cos); smearing error is of order (sig/w)^2
e1 = 2.5*w; k1 = np.sqrt(2*m*e1); sig = 0.02*w
qq = (np.arange(3000) + .5)*4*kw/3000; cc = -1 + (np.arange(2000) + .5)/1000
for sg in (1, -1):
    R = Rc = 0.0
    for qb in np.split(qq, 10):
        q = qb[:, None]; kp2 = k1*k1 + q*q + 2*k1*q*cc
        dl = np.exp(-(kp2/(2*m) - e1 - sg*w)**2/(2*sig**2))/(sig*np.sqrt(2*np.pi))
        R += dl.sum(); Rc += (dl*(k1 + q*cc)/np.sqrt(kp2)).sum()
    pref = 2*np.pi*2*np.pi/(2*np.pi)**3*2*np.pi*w*kap*(4*kw/3000)/1000
    r0, c0, _ = lo(np.array(e1), sg)
    assert abs(pref*R/r0 - 1) < 1e-3 and abs(Rc/R - c0) < 1e-3
# elastic Boltzmann equation on a discretized sphere; kernel of y = q^2/k^2
def sphere(ker):
    x, wx = np.polynomial.legendre.leggauss(200); sx = np.sqrt(1 - x*x); W = np.zeros((200, 200))
    for ph in (np.arange(200) + .5)*np.pi/200:
        W += ker(2*(1 - np.outer(x, x) - np.outer(sx, sx)*np.cos(ph)))/200
    W *= wx; G = W.sum(1)
    F = np.linalg.solve(np.diag(G) - W + G.mean()*wx[None, :], x)
    return G.mean(), np.sum(wx*x*x)/np.sum(wx*x*F)
b77 = 4*2*m*kTof(77)/qsof(kTof(77))**2
for b in (1.0, b77):
    G0, G1 = sphere(lambda y: y/(y + 4/b)**2); f0, f1 = shapes(np.array(b))
    assert abs(2*G0/f0 - 1) < 1e-6 and abs(2*G1/f1 - 1) < 1e-6
G0, G1 = sphere(lambda y: 1 + 0*y); assert abs(G1/G0 - 1) < 1e-9; r_iso = G0/G1
G0, G1 = sphere(lambda y: y); assert abs(G0/G1 - 0.75) < 1e-9; r_back = G0/G1
bstar = brentq(lambda b: float(shapes(np.array(b))[0] - shapes(np.array(b))[1]), 1, 10)
G0, G1 = sphere(lambda y: y/(y + 4/bstar)**2); assert abs(G1/G0 - 1) < 1e-7
# piezoelectric rate with phonon energy s q and true Bose factors
def piezo_inel(eps, kT, qs):
    k = np.sqrt(2*m*eps); tot = 0.0
    for add, qm in ((0, 2*(k + m*s)), (1, 2*(k - m*s))):
        def h(lq):
            q = np.exp(lq); g2 = 4*np.pi*K2*s*q/(2*es*q*q)*(q*q/(q*q + qs*qs))**2
            return 1e8*q**3*g2*(1/np.expm1(s*q/kT) + add)*m/(k*q)/(2*np.pi)
        tot += quad(h, np.log(1e-5*qs), np.log(qm), epsabs=0, epsrel=1e-9, limit=200)[0]/1e8
    return tot
for T in (77, 300):               # elastic and equipartition errors are of order (s/v)^2
    kT = kTof(T)
    assert abs(piezo_inel(kT, kT, qsof(kT))/piezo(np.array(kT), kT, qsof(kT))[0] - 1) < 5e-3
kT3 = kTof(300); qs3 = qsof(kT3); C3 = K2*kT3*m/(es*np.sqrt(2*m*kT3))
jump = piezo_inel(kT3, kT3, qs3/10) - piezo_inel(kT3, kT3, qs3)
assert abs(jump/(C3*np.log(100)) - 1) < 5e-3
# Froehlich ladder
L3 = Ladder(kT3); it = L3.iterate(400)
assert np.all(np.diff(it[:20]) > 0) and abs(it[-1]/L3.exact - 1) < 1e-10
assert abs(Ladder(kT3, J=80, nu=100).exact/L3.exact - 1) < 1e-7
fs_, fe_ = L3.fermi(-30*kT3)
assert abs(fs_/L3.serta - 1) < 1e-9 and abs(fe_/L3.exact - 1) < 1e-9
ds_, de_ = L3.fermi(2*kT3); assert de_ > ds_
La, Lb = Ladder(0.01*w), Ladder(0.005*w)
slope = 2*(Lb.ratio - 1)/0.005 - (La.ratio - 1)/0.01
assert abs(slope/(10/9) - 1) < 2e-3
assert abs(Lb.serta*m*2*alpha*w*Lb.N - 1) < 0.01
fac3 = Lb.mrta()[1]/Lb.exact; assert abs(fac3 - 3) < 0.03
Lh = Ladder(20*w, J=800, nu=60); hi = Lh.mrta()[0]/Lh.exact; assert abs(hi - 1) < 1e-2
# Green-Kubo Monte Carlo: mu = <v(0) . displacement>/(3kT) over random flights
rng = np.random.default_rng(1); M = 300000
e = kT3*rng.gamma(1.5, size=M); v0 = np.sqrt(2*e/m); nz = np.ones(M); z = np.zeros(M)
for _ in range(30):
    ra = L3.N*lo(e, 1)[0]; re = (L3.N + 1)*lo(e, -1)[0]; k = np.sqrt(2*m*e)
    z += k/m*nz*rng.exponential(size=M)/(ra + re)
    e = e + np.where(rng.random(M)*(ra + re) < ra, w, -w); kp = np.sqrt(2*m*e)
    q = np.abs(k - kp)*((k + kp)/np.abs(k - kp))**rng.random(M)
    x = np.clip((k*k + kp*kp - q*q)/(2*k*kp), -1, 1)
    nz = np.clip(nz*x + np.sqrt((1 - nz*nz)*(1 - x*x))*np.cos(2*np.pi*rng.random(M)), -1, 1)
mc = np.mean(v0*z)/(3*kT3); mce = np.std(v0*z)/(3*kT3*np.sqrt(M))
assert abs(mc - L3.exact) < 4*mce and mc - L3.serta > 10*mce
mu_uns = es*(2*m*kT3)**1.5*4/np.sqrt(np.pi)/(6*K2*kT3**2*m**3)
assert abs(L3.mu(L3.v/piezo(L3.e, kT3, 1e-7*qs3)[1])/mu_uns - 1) < 1e-7

print(f"m = {m} m_e, eps_inf = {ei}, eps_s = {es}, hbar w = {w*Ha:.3f} eV, K2 = {K2}")
print(f"s = {s*a0/tfs:.2f} A/fs, n = {n/a0**3:.0e} A^-3, kappa = {kap:.6f}, alpha = {alpha:.5f}")
print(f"plasma energy = {np.sqrt(4*np.pi*n/(ei*m))*meV:.3f} meV, sqrt(2mw) = {kw/a0:.5f} 1/A")
for T in (77, 300):
    kT = kTof(T)
    print(f"T = {T} K: kT = {kT*meV:.3f} meV, N = {1/np.expm1(w/kT):.5f}, n/Nc = {n/(2*(m*kT/2/np.pi)**1.5):.4f}")
print(f"elastic tau_tr/tau0: isotropic {r_iso:.4f}, |g|^2~q^2 {r_back:.4f}; piezo b* = {bstar:.4f}")
W1 = Ladder(kT3, u=np.array([np.sqrt(.5)]))
print("ladder eps0 = w/2, 300 K: eps meV | v A/fs | hA, hE meV | c+, c- | ell SERTA, exact A")
for j in range(4):
    print(f" {W1.e[j,0]*meV:.1f} | {W1.v[j,0]*a0/tfs:.3f} | {W1.A[j,0]*meV:.4f}, {W1.E[j,0]*meV:.4f} | "
          f"{W1.ca[j,0]:.4f}, {W1.ce[j,0]:.4f} | {W1.v[j,0]/W1.G[j,0]*a0:.1f}, {W1.ell[j,0]*a0:.1f}")
print("Froehlich 300 K iterates, A^2/(V fs):")
print(" " + ", ".join(f"n={j}: {it[j]*MU:.0f}" for j in (0, 1, 2, 3, 5, 10)))
print(f"iterations to 0.1%: {int(np.argmax(abs(it/L3.exact - 1) < 1e-3))}")
print(f"300 K mu SERTA = {L3.serta*MU:.0f} A^2/(V fs) = {L3.serta*MU*CM:.0f} cm^2/(V s)")
print(f"300 K mu exact = {L3.exact*MU:.0f} A^2/(V fs) = {L3.exact*MU*CM:.0f} cm^2/(V s)")
print(f"SERTA shortfall = {100*(1 - 1/L3.ratio):.1f} %; Monte Carlo {mc*MU:.0f} +- {mce*MU:.0f} A^2/(V fs)")
print(f"Fermi level 2kT above band edge, 300 K: exact/SERTA = {de_/ds_:.4f}")
print("T K | kT/w | SERTA, exact A^2/(V fs) | exact/SERTA | cosMRTA/exact | vMRTA/exact")
for T in (77, 150, 300, 600):
    L = Ladder(kTof(T), J=60); a, b = L.mrta(); assert L.ratio > 1
    print(f" {T} | {L.kT/w:.4f} | {L.serta*MU:.4e}, {L.exact*MU:.4e} | {L.ratio:.4f} | {a/L.exact:.4f} | {b/L.exact:.4f}")
print(f"low-T slope of exact/SERTA in kT/w = {slope:.4f}; vMRTA/exact at kT = 0.005w: {fac3:.4f}")
print(f"kT = 20w: exact/SERTA = {Lh.ratio:.3f}, cosMRTA/exact = {hi:.4f}")
print(f"piezo 300 K, eps = kT: hC = {C3*meV:.5f} meV, rise of h/tau0 for qs/10 = {jump*meV:.5f} meV")
print(f"piezo 300 K unscreened exact mu = {mu_uns*MU:.4e} A^2/(V fs)")
for T in (77, 300):
    kT = kTof(T); qs = qsof(kT); p0, p1 = piezo(np.array(kT), kT, qs)
    L = Ladder(kT, pz=True); ps, pe = L.mu(L.v/L.P0), L.mu(L.v/L.P1); itc = L.iterate(400)
    assert pe > ps and L.ratio > 1 and abs(itc[-1]/L.exact - 1) < 1e-9
    print(f"T = {T} K: qs = {qs/a0:.3e} 1/A, k(kT) = {np.sqrt(2*m*kT)/a0:.5f} 1/A, b = {8*m*kT/qs**2:.1f}")
    print(f" eps = kT: h/tau0 = {p0*meV:.5f} meV, h/tau_tr = {p1*meV:.5f} meV, c = {1 - p1/p0:.4f}")
    print(f" piezo only: SERTA {ps*MU:.4e}, exact {pe*MU:.4e} A^2/(V fs), ratio {pe/ps:.4f}")
    print(f" both: SERTA {L.serta*MU:.4e}, exact {L.exact*MU:.4e} A^2/(V fs), ratio {L.ratio:.4f}")
    print(f" both: SERTA {L.serta*MU*CM:.4e}, exact {L.exact*MU*CM:.4e} cm^2/(V s)")
    print(f" both: iterations to 0.1% = {int(np.argmax(abs(itc/L.exact - 1) < 1e-3))}")
print("no test failed")
```

Printed output:

```
m = 0.07 m_e, eps_inf = 11.0, eps_s = 13.0, hbar w = 0.035 eV, K2 = 0.003
s = 0.05 A/fs, n = 1e-09 A^-3, kappa = 0.013986, alpha = 0.07296
plasma energy = 1.338 meV, sqrt(2mw) = 0.02536 1/A
T = 77 K: kT = 6.635 meV, N = 0.00515, n/Nc = 0.0165
T = 300 K: kT = 25.852 meV, N = 0.34815, n/Nc = 0.0022
elastic tau_tr/tau0: isotropic 1.0000, |g|^2~q^2 0.7500; piezo b* = 3.4767
ladder eps0 = w/2, 300 K: eps meV | v A/fs | hA, hE meV | c+, c- | ell SERTA, exact A
 17.5 | 2.965 | 1.6557, 0.0000 | 0.3954, 0.0000 | 1178.9, 1729.1
 52.5 | 5.136 | 1.4978, 3.7017 | 0.5482, 0.3954 | 650.2, 1391.6
 87.5 | 6.631 | 1.3932, 4.4926 | 0.6106, 0.5482 | 741.6, 1613.0
 122.5 | 7.846 | 1.3156, 4.5596 | 0.6467, 0.6106 | 879.0, 2000.5
Froehlich 300 K iterates, A^2/(V fs):
 n=0: 49841, n=1: 69329, n=2: 79864, n=3: 84499, n=5: 88217, n=10: 89468
iterations to 0.1%: 10
300 K mu SERTA = 49841 A^2/(V fs) = 4984 cm^2/(V s)
300 K mu exact = 89516 A^2/(V fs) = 8952 cm^2/(V s)
SERTA shortfall = 44.3 %; Monte Carlo 90103 +- 577 A^2/(V fs)
Fermi level 2kT above band edge, 300 K: exact/SERTA = 2.2560
T K | kT/w | SERTA, exact A^2/(V fs) | exact/SERTA | cosMRTA/exact | vMRTA/exact
 77 | 0.1896 | 6.2846e+06, 7.3721e+06 | 1.1730 | 1.3430 | 2.6812
 150 | 0.3693 | 3.3447e+05, 4.5776e+05 | 1.3686 | 1.2295 | 2.2349
 300 | 0.7386 | 4.9841e+04, 8.9516e+04 | 1.7960 | 1.0517 | 1.4224
 600 | 1.4773 | 1.7456e+04, 4.2248e+04 | 2.4203 | 1.0361 | 1.0684
low-T slope of exact/SERTA in kT/w = 1.1110; vMRTA/exact at kT = 0.005w: 2.9885
kT = 20w: exact/SERTA = 5.213, cosMRTA/exact = 1.0017
piezo 300 K, eps = kT: hC = 0.03621 meV, rise of h/tau0 for qs/10 = 0.16674 meV
piezo 300 K unscreened exact mu = 3.4357e+06 A^2/(V fs)
T = 77 K: qs = 1.448e-03 1/A, k(kT) = 0.01104 1/A, b = 232.5
 eps = kT: h/tau0 = 0.08177 meV, h/tau_tr = 0.03513 meV, c = 0.5704
 piezo only: SERTA 2.5620e+06, exact 6.9441e+06 A^2/(V fs), ratio 2.7104
 both: SERTA 1.7037e+06, exact 3.3744e+06 A^2/(V fs), ratio 1.9806
 both: SERTA 1.7037e+05, exact 3.3744e+05 cm^2/(V s)
 both: iterations to 0.1% = 11
T = 300 K: qs = 7.338e-04 1/A, k(kT) = 0.02179 1/A, b = 3528.6
 eps = kT: h/tau0 = 0.25960 meV, h/tau_tr = 0.07211 meV, c = 0.7222
 piezo only: SERTA 8.5470e+05, exact 3.4436e+06 A^2/(V fs), ratio 4.0290
 both: SERTA 4.5131e+04, exact 8.5861e+04 A^2/(V fs), ratio 1.9025
 both: SERTA 4.5131e+03, exact 8.5861e+03 cm^2/(V s)
 both: iterations to 0.1% = 10
no test failed
```
